# Why Semilocal TDDFT Misses the Charge-Transfer Attraction and Hybrids Recover Part

**Question.** Light moves an electron from a neutral donor D to a neutral acceptor A at a large distance $R$. The ions left behind attract each other, so the excitation energy should contain $-1/R$. What does linear-response time-dependent density functional theory (TDDFT) give with a semilocal functional, and what changes when a fraction of exact exchange is mixed in?

**Answer.** Hartree atomic units are used, so the attraction of two opposite unit charges is $-1/R$. Both molecules have closed shells. Neither they nor their ions have a dipole about the molecular centres, between which $R$ is measured. The energy to be reproduced is

$$
\omega_{\rm target}(R)=I_D-A_A-\frac1R+O(R^{-3}).
$$

Here $I_D$ is the energy needed to ionize the donor and $A_A$ is the energy released when the acceptor gains an electron. The corrections come from the ions' quadrupoles, at order $R^{-3}$, and from mutual polarization, at order $R^{-4}$.

### The mechanism: linear response sees a product of orbitals

Let $\phi_i$ be the highest occupied orbital of the donor and $\phi_a$ the lowest empty orbital of the acceptor, both real. Mix a small amount $c$ of $\phi_a$ into one electron's orbital:

$$
\frac{(\phi_i+c\phi_a)^2}{1+c^2}-\phi_i^2
=2c\,\phi_i\phi_a+c^2(\phi_a^2-\phi_i^2)+O(c^3).
$$

The second term describes charge that has moved from D to A. It is of order $c^2$, so linear response discards it. The first term is kept, but it needs both orbitals at the same point and vanishes as the molecules separate. A potential that responds only to the density therefore receives almost no signal that charge is being transferred.

The attraction is present in the energy functional itself. Move a whole electron with the orbitals frozen, so that $\delta n=\phi_a^2-\phi_i^2$. The quadratic part of the Hartree energy is

$$
\frac12\iint\frac{\delta n(\mathbf r)\,\delta n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'
=\frac12(ii|ii)+\frac12(aa|aa)-(ii|aa),
$$

where

$$
(pq|rs)=\iint\frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.
$$

The last term is the attraction between electron and hole. A semilocal exchange-correlation energy does not cancel it, because changes in two separated regions contribute independently. The missing $-1/R$ is thus a failure of the linear response of the approximate functional, and not of its Hartree energy.

### The response equations

Consider a global hybrid with a fraction $\alpha$ of exact exchange; $\alpha=0$ is the semilocal case. Its one-electron operator $F$ has orbital energies $\varepsilon_p$. The density matrix $\gamma$ of one spin obeys $i\,d\gamma/dt=[F,\gamma]$. For the part of $\delta\gamma$ that varies as $e^{-i\omega t}$, write $\delta\gamma_{ai}=X_{ia}$ and $\delta\gamma_{ia}=Y_{ia}$. In the ground state $\gamma$ is 1 on occupied orbitals and 0 on empty ones, so the two blocks of the commutator give

$$
\omega X_{ia}=(\varepsilon_a-\varepsilon_i)X_{ia}+\delta F_{ai},
\qquad
-\omega Y_{ia}=(\varepsilon_a-\varepsilon_i)Y_{ia}+\delta F_{ia}.
$$

In a singlet excitation both spins change equally, and the total density change is

$$
\delta n=2\sum_{jb}(X_{jb}+Y_{jb})\phi_j\phi_b .
$$

This factor 2 multiplies the Hartree and semilocal terms. Exact exchange acts within one spin, so it has no such factor:

$$
\delta F^{x}_{pq}=-\alpha\sum_{rs}(pr|sq)\,\delta\gamma_{rs}.
$$

Setting $p=a$, $q=i$ and inserting $\delta\gamma_{bj}=X_{jb}$ gives $-\alpha(ab|ji)=-\alpha(ij|ab)$. Inserting $\delta\gamma_{jb}=Y_{jb}$ gives $-\alpha(aj|bi)=-\alpha(ib|ja)$. Hence $\omega X=AX+BY$ and $-\omega Y=BX+AY$, with

$$
\begin{aligned}
A_{ia,jb}&=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+2(ia|jb)+2(ia|f|jb)-\alpha(ij|ab),\\
B_{ia,jb}&=2(ia|jb)+2(ia|f|jb)-\alpha(ib|ja).
\end{aligned}
$$

The kernel $f$ is the second derivative of the semilocal part of the exchange-correlation energy with respect to the density, and $(ia|f|jb)$ is its matrix element between $\phi_i\phi_a$ and $\phi_j\phi_b$. Using the ground-state functional at every frequency is the adiabatic approximation. Setting $Y=0$ is the Tamm-Dancoff approximation, which leaves $AX=\omega X$.

### Why the semilocal kernel cannot help

Let $r_D$ and $r_A$ be the distances of a point from the two molecules, and suppose $|\phi_i|\le Ce^{-\kappa r_D}$ and $|\phi_a|\le Ce^{-\kappa r_A}$. Since $r_D+r_A\ge R$,

$$
|\phi_i\phi_a|\le C^2e^{-\kappa(r_D+r_A)}
\le C^2e^{-\kappa R/2}\,e^{-\kappa(r_D+r_A)/2}.
$$

The last factor is integrable, so the Hartree element $2(ia|ia)$ decays exponentially.

The kernel needs more care, because it grows where the density is low. Local-density exchange has energy density $-C_xn^{4/3}$ with constant $C_x$. Two derivatives give $f_x=-\tfrac49C_xn^{-2/3}$. The growth is limited because the occupied orbital contributes to the density: $n\ge2\phi_i^2$. Therefore

$$
\phi_i^2\phi_a^2\,n^{-2/3}
\le2^{-2/3}|\phi_i|^{2/3}\phi_a^2
\le2^{-2/3}C^{8/3}e^{-2\kappa R/3}e^{-4\kappa r_A/3}.
$$

The final step again uses $r_D\ge R-r_A$. Integration over space leaves a factor $e^{-2\kappa R/3}$, so this term also vanishes exponentially.

Couplings to other excitations are covered as well. The Coulomb interaction is positive, so the Cauchy-Schwarz inequality gives $|(ia|jb)|^2\le(ia|ia)(jb|jb)$. Local exchange has a kernel of one sign, so the same inequality holds for the magnitudes of its elements. With $\alpha=0$ the pair $i\to a$ therefore decouples at large $R$, and

$$
\omega\to\varepsilon_a-\varepsilon_i .
$$

This argument covers local exchange. For correlation and the gradient-dependent kernel of PBE, the evidence given here is numerical and limited to the small-basis example below.

The same reasoning shows what a density-only kernel would need. If $|f|\le f_{\max}$, then

$$
|2(ia|f|ia)|\le2f_{\max}\left(\int|\phi_i\phi_a|\,d\mathbf r\right)^2 .
$$

To supply a shift of size $1/R$, $f_{\max}$ must be at least $1/[2R(\int|\phi_i\phi_a|\,d\mathbf r)^2]$, which grows exponentially with distance.

### Why exact exchange restores a slope of $\alpha$

The exchange term pairs the orbitals differently. Its diagonal element is $-\alpha(ii|aa)$, in which $\phi_i^2$ and $\phi_a^2$ are two normalized charge clouds. They need not overlap to interact.

Let $\mathbf u$ be the displacement of the point in the acceptor cloud from its centre, minus the corresponding displacement in the donor cloud. With $\hat{\mathbf R}$ the unit vector from D to A,

$$
\frac1{|\mathbf R+\mathbf u|}=\frac1R-\frac{\hat{\mathbf R}\cdot\mathbf u}{R^2}
+\frac{3(\hat{\mathbf R}\cdot\mathbf u)^2-u^2}{2R^3}+\cdots .
$$

For clouds centred on their molecules the average of $\mathbf u$ is zero, so $(ii|aa)=1/R+O(R^{-3})$. The result is

$$
\boxed{\;\omega(R)=\varepsilon_a-\varepsilon_i-\frac{\alpha}{R}+O(R^{-3})\;}
$$

The remaining exchange couplings do not change the $1/R$ term:

- If $j$ is on D and $b$ on A, the largest off-diagonal elements of $A$ have $j=i$ or $b=a$. One cloud then has unit charge and the other has zero charge but possibly a dipole. The element is of order $R^{-2}$, and its second-order energy shift is of order $R^{-4}$.
- Coupling to an excitation within one molecule contains a product of orbitals on different molecules, so it decays exponentially.
- In $B$, one class survives: the reverse transfers, with $j$ on A and $b$ on D. Then $(ib|ja)$ joins two neutral clouds and is at most of order $R^{-3}$. Eliminating $Y$ makes its effect quadratic, of order $R^{-6}$.

These estimates assume that no other transfer state to which $i\to a$ couples is nearly degenerate with it. At short distances the overlap terms return and the boxed formula fails.

For $\alpha=1$ without a semilocal part, the method is Hartree-Fock response, and the formula can be checked against a total energy. The Hartree-Fock energy is quadratic in the density matrix. Promoting one electron adds the first-order term $\varepsilon_a-\varepsilon_i$, the Hartree expression given earlier, and the exchange term $-\frac12(ii|ii)-\frac12(aa|aa)+(ia|ia)$. The self-repulsions cancel:

$$
\Delta E_{\rm HF}=\varepsilon_a-\varepsilon_i-(ii|aa)+(ia|ia).
$$

The last term vanishes with the overlap, which leaves the full attraction.

The fraction that matters is the one acting at distance $R$. A range-separated hybrid splits $1/r$ into $\operatorname{erf}(\mu r)/r$ and $\operatorname{erfc}(\mu r)/r$ and may weight exact exchange differently in each. Since $\operatorname{erfc}(\mu R)\to0$, the slope is set by the weight of the erf part. Exact exchange confined to short range leaves no $1/R$ term.

### The numbers: two ethylene molecules

Two planar C$_2$H$_4$ molecules are stacked face to face. The C=C length is 1.33 Å in the donor and 1.43 Å in the acceptor. Each hydrogen is displaced from its carbon by 0.56 Å along the C=C direction and 0.92 Å across it. These are chosen geometries; the unequal bonds make the molecules inequivalent, so that the orbitals localize. The basis is STO-3G, which suffices to test a distance law but not to predict a spectrum.

The loss of coupling appears first. With the local-density approximation (LDA), the Hartree coupling $2(ia|ia)$ falls from $4.16\times10^{-3}$ hartree at 8 bohr to $9.4\times10^{-6}$ at 10 bohr. The exchange-correlation coupling goes from $-7.5\times10^{-4}$ to $-1.7\times10^{-6}$ hartree. Both drop by a factor of more than 400, while $1/R$ drops by 1.25. Most of this coupling comes from a small admixture of each orbital on the other molecule: at 8 bohr, 0.9% of $\phi_i$ lies on the acceptor, where it meets $\phi_a$. The admixture needs overlap between the basis functions of the two molecules and disappears with it. Gaussian tails fall faster than exponentially, so these factors do not measure a physical decay constant.

At larger distances the complete response matrices were diagonalized. The slope against $-1/R$ is

$$
s=\frac{\omega(40)-\omega(20)}{1/20-1/40}.
$$

| Functional | $\alpha$ | $\omega(20)$ / hartree | $\omega(40)$ / hartree | $s$ |
|---|---:|---:|---:|---:|
| LDA | 0 | 0.23503 | 0.23505 | 0.000 |
| PBE | 0 | 0.23588 | 0.23589 | 0.000 |
| PBE0 | 0.25 | 0.31823 | 0.32450 | 0.251 |
| half exact, half local exchange | 0.50 | 0.39850 | 0.41102 | 0.501 |
| Hartree-Fock | 1 | 0.56349 | 0.58853 | 1.002 |

For LDA and PBE, $\omega$ agrees with the orbital gap to six decimals in hartree. For PBE0 at 20 bohr the gap is 0.33074 hartree, and the formula gives

$$
0.33074-\frac{0.25}{20}=0.31824\ \text{hartree},
$$

against 0.31823 from diagonalization, which is 8.660 eV. The slope follows from $(0.324499-0.318232)/0.025=0.251$. Including $B$ changes none of the energies in the table by more than $5\times10^{-8}$ hartree.

The PBE total energy does contain the attraction. Promoting one electron with frozen orbitals costs 0.62637 hartree at 20 bohr and 0.65140 at 40 bohr, so

$$
\frac{0.65140-0.62637}{0.025}=1.00 .
$$

The same functional therefore gives slope 1 from a finite transfer of charge and slope 0 from linear response.

### A correct slope is not a correct energy

The constant term is a separate matter. PBE total energies of the isolated molecules and ions give $I_D=0.3616$ and $A_A=-0.2425$ hartree, hence

$$
I_D-A_A=0.3616+0.2425=0.6041\ \text{hartree}.
$$

The PBE orbital gap is 0.2359 hartree, lower by 0.3682. The negative affinity means that the anion lies above the neutral molecule and that the small basis holds the extra electron in place. This reference is therefore internal to the model and is not an estimate for real ethylene.

The frozen promotion shows where the difference arises. Adding back $1/R$ at 40 bohr gives $0.6514+0.0250=0.6764$ hartree, which exceeds the gap by 0.4405. This excess is the self-repulsion $\frac12(ii|ii)+\frac12(aa|aa)$ together with the exchange-correlation change beyond first order. An orbital gap is a first derivative of the energy and omits both. Letting the orbitals of the ions relax, at fixed geometry, lowers 0.6764 to 0.6041 hartree.

At 20 bohr the internal reference is $0.6041-0.0500=0.5541$ hartree. PBE response lies 0.318 hartree below it. The two errors have opposite signs: the constant is too low by 0.368 hartree, while the missing $-1/R$ leaves $\omega$ too high by 0.050, so that $0.368-0.050=0.318$. PBE0 raises the gap from 0.236 to 0.331 hartree and restores a quarter of the attraction, which lowers $\omega$ by 0.0125. The net effect is a higher excitation energy that still lies well below the reference. The exact-exchange fraction thus acts twice: it fixes the slope at $\alpha$, and it shifts the orbital gap by an amount that the slope does not reveal.

The numerical check asserts the slopes, the decay of the overlap couplings and the agreement between the formula and the diagonalized energies.

## Table of computed values

```
Donor C=C length: 1.33 angstrom
Acceptor C=C length: 1.43 angstrom
H offset from C along, across C=C: 0.56, 0.92 angstrom
LDA R=8 bohr: Hartree coupling 4.156e-03, xc coupling -7.459e-04 hartree
LDA R=10 bohr: Hartree coupling 9.395e-06, xc coupling -1.724e-06 hartree
LDA R=20 bohr: gap 0.235034, omega 0.235034 hartree (6.396 eV)
LDA R=40 bohr: gap 0.235045, omega 0.235045 hartree (6.396 eV)
LDA: exact fraction 0.00, slope against -1/R 0.0004 (dimensionless)
PBE R=20 bohr: gap 0.235878, omega 0.235878 hartree (6.419 eV)
  PBE promoted-determinant energy: 0.626367 hartree
PBE R=40 bohr: gap 0.235888, omega 0.235888 hartree (6.419 eV)
  PBE promoted-determinant energy: 0.651401 hartree
PBE: exact fraction 0.00, slope against -1/R 0.0004 (dimensionless)
  PBE promoted-determinant slope: 1.0014 (dimensionless)
PBE0 R=20 bohr: gap 0.330740, omega 0.318232 hartree (8.660 eV)
PBE0 R=40 bohr: gap 0.330750, omega 0.324499 hartree (8.830 eV)
PBE0: exact fraction 0.25, slope against -1/R 0.2507 (dimensionless)
half exact/local R=20 bohr: gap 0.423514, omega 0.398497 hartree (10.844 eV)
half exact/local R=40 bohr: gap 0.423524, omega 0.411022 hartree (11.184 eV)
half exact/local: exact fraction 0.50, slope against -1/R 0.5010 (dimensionless)
HF R=20 bohr: gap 0.613527, omega 0.563489 hartree (15.333 eV)
  HF promoted-determinant energy: 0.563499 hartree
  (ii|aa): 0.050027; 1/R: 0.050000; erf part: 0.050027 hartree
HF R=40 bohr: gap 0.613535, omega 0.588531 hartree (16.015 eV)
  HF promoted-determinant energy: 0.588532 hartree
  (ii|aa): 0.025004; 1/R: 0.025000; erf part: 0.025004 hartree
HF: exact fraction 1.00, slope against -1/R 1.0017 (dimensionless)
  HF promoted-determinant slope: 1.0013 (dimensionless)
Largest full-response minus Tamm-Dancoff difference: 4.76e-08 hartree
Smallest weight of i->a in the excited state: 0.999980 (dimensionless)
PBE donor ionization energy I_D: 0.361602 hartree
PBE acceptor electron affinity A_A: -0.242525 hartree
PBE I_D-A_A: 0.604127 hartree (16.439 eV)
PBE I_D-A_A minus orbital gap: 0.368240 hartree
```
